# Velocity, Not Crystal Momentum, Identifies Source-Injected Electrons in Silicon Valleys

At the top of the barrier in a ballistic transistor, the electrons that came from the source are those with positive group velocity along the channel,

\[
v_x=\frac1\hbar\frac{\partial E}{\partial k_x}>0 ,
\]

and not those with positive crystal momentum \(k_x\). In a valley centred at \(k_x=+k_0\), with principal axes along and across the channel,

\[
E=E_0+\frac{\hbar^2(k_x-k_0)^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y},
\qquad v_x=\frac{\hbar(k_x-k_0)}{m_x}.
\]

The velocity vanishes at \(k_0\), not at zero. Practically every electron in this valley has \(k_x>0\), yet half of the available states carry electrons toward the source.

Here \(x\) points from source to drain, \(k\) is the electron's own wavevector, and currents are particle fluxes multiplied by \(|e|\).

## Why the belief tempts

The belief says that the source fills the states with \(k_x>0\) and the drain those with \(k_x<0\). For a free electron, or a valley centred at \(k_x=0\) with a principal axis along the channel, this is correct, since \(v_x=\hbar k_x/m_x\) then has the sign of \(k_x\). It also works for part of silicon. The six conduction valleys lie at \(\pm k_0\) on the three cubic axes. In a (001) film with its channel along [100], the \(\pm z\) and \(\pm y\) pairs are displaced only in directions other than \(x\), so both rules agree for them. The \(\pm x\) pair is where they part.

Take rough typical silicon values: lattice constant \(a=0.543\) nm, longitudinal mass \(m_l=0.92\,m_0\), transverse mass \(m_t=0.19\,m_0\), and \(k_0=0.85(2\pi/a)=9.836\ \mathrm{nm^{-1}}\). An electron with \(k_x=k_0-1\ \mathrm{nm^{-1}}=8.836\ \mathrm{nm^{-1}}\) has, with \(\hbar/m_0=0.1158\ \mathrm{nm^2/fs}\),

\[
v_x=-\frac{0.1158}{0.92}\ \frac{\mathrm{nm}}{\mathrm{fs}}
=-1.26\times10^{7}\ \mathrm{cm/s}.
\]

Its crystal momentum is large and positive, and it moves toward the source.

Such electrons are not rare. At low density the occupation is a Gaussian about \(k_0\) with standard deviation \(\sigma=\sqrt{m_lk_BT}/\hbar=0.559\ \mathrm{nm^{-1}}\) at 300 K. Half of it lies below \(k_0\), but zero lies \(k_0/\sigma=17.6\) standard deviations away. The fraction with \(k_x<0\) is \(\tfrac12\operatorname{erfc}(k_0/\sqrt2\sigma)\approx10^{-69}\). This counts \(k_x\) in the extended zone. The zone-boundary point X at \(2\pi/a\) lies only \(3.1\sigma\) beyond \(k_0\). If the states past it are given their reduced, negative labels, about one electron in a thousand has \(k_x<0\).

## Why velocity reveals the origin

Let \(U(x)\) be the potential energy of the subband edge, with a single maximum \(U_t\) at \(x_t\). The semiclassical equations are

\[
\dot x=\frac1\hbar\frac{\partial E}{\partial k_x},\qquad
\hbar\dot k_x=-\frac{dU}{dx}.
\]

They conserve \(E+U\), because

\[
\frac{d}{dt}(E+U)=\frac{\partial E}{\partial k_x}\dot k_x+\frac{dU}{dx}\dot x
=\hbar\dot x\,\dot k_x-\hbar\dot k_x\,\dot x=0 .
\]

Since \(U\) does not depend on \(y\), \(k_y\) is also conserved. The longitudinal kinetic energy \(\varepsilon=\hbar^2(k_x-k_0)^2/2m_x\) therefore obeys

\[
\varepsilon(x)=\varepsilon(x_t)+U_t-U(x).
\]

The right side is positive everywhere when \(\varepsilon(x_t)>0\), so the velocity never passes through zero. An electron with \(v_x>0\) at the top had \(v_x>0\) at all earlier times and came from the source. One with \(v_x<0\) came from the drain. The argument assumes no collisions, no tunnelling or quantum reflection, and contacts that absorb whatever reaches them.

The place matters. On the drain side, an electron with \(\varepsilon(x)<U_t-U(x)\) cannot have crossed the top. If it has \(v_x>0\), it came from the drain and was turned back by the barrier. Likewise, a slow electron with \(v_x<0\) on the source side may be a reflected source electron. The velocity rule identifies origin at the top, not throughout the channel.

## The same result without a parabola

A chain with one orbital per atomic plane gives a dynamics in which the parabola is not assumed. Let the spacing be \(d=a/4\), the hopping energies to first and second neighbours \(t_1\) and \(t_2\), and \(c=\cos k_0d\). Choosing \(t_1=-4t_2c\) and on-site energy \(2t_2+4t_2c^2\), and using \(\cos2\theta=2\cos^2\theta-1\), gives

\[
E(k)=4t_2(\cos kd-c)^2 .
\]

For \(t_2>0\) the minima are at \(\pm k_0\). The curvature there is \(8t_2d^2\sin^2k_0d\), and setting it equal to \(\hbar^2/m_l\) fixes \(t_2\).

The barrier is

\[
U(x)=U_b\,e^{-x^2/w^2}-\frac{eV_D}{2}\left[1+\tanh\frac{x-15\ \mathrm{nm}}{5\ \mathrm{nm}}\right],
\]

with \(U_b=50\) meV, \(w=8\) nm and drain bias \(V_D=0.1\) V. Twelve trajectories were started at its top, at \(\pm k_0+q\) with \(q=\pm0.3,\pm0.6,\pm1.2\ \mathrm{nm^{-1}}\), and followed backward in time. The sign of \(v_x\) named the right contact in 12 cases. The sign of \(k_x\) did so in 6, no better than a coin. Two more trajectories, started 20 nm from the origin on either side, confirmed the exceptions: with \(q=+0.3\ \mathrm{nm^{-1}}\) on the drain side the electron came from the drain, and with \(q=-0.3\ \mathrm{nm^{-1}}\) on the source side it came from the source.

Wave packets obeying the Schrödinger equation of the same chain agree. Both had a total energy of 100 meV above the valley bottom in the source and an initial position spread of 6 nm, and started 40 nm from the origin.

- The source packet began at \(k=-8.227\ \mathrm{nm^{-1}}\), which is above \(-k_0\). It moved toward the drain at \(1.81\times10^7\) cm/s, as \(\partial E/\partial k\) predicts, and after 360 fs 99.96% of it was beyond the top. Sampled every 10 fs for 360 fs, its weight at positive \(k\) never exceeded \(2.5\times10^{-10}\).
- The drain packet began at \(k=+7.512\ \mathrm{nm^{-1}}\), below \(+k_0\). It crossed toward the source with 99.99% probability, and its weight at negative \(k\) stayed below \(10^{-8}\) at the same sampling times.

So a source electron can cross the whole barrier with negative crystal momentum, and a drain electron with positive.

There is a further reason to distrust the sign of \(k\): it depends on the choice of zone. If two neighbouring planes of the chain are taken as one cell of length \(a/2\), then \(k\) and \(k-4\pi/a\) label the same state. The state at \(k=11.871\ \mathrm{nm^{-1}}\), just beyond the point X at \(2\pi/a\), acquires the reduced label \(-11.271\ \mathrm{nm^{-1}}\). Its velocity, computed from the bands of the two-plane cell, remains \(+2.69\times10^7\) cm/s. A contact cannot respond to a sign that relabelling can change.

## Current and charge under the correct rule

Consider one valley and one subband with edge \(E_n\) at the barrier top. Let \(\mu\) be the Fermi level of the injecting contact and \(\eta=(\mu-E_n)/k_BT\). With two spins, the flux carried by states with \(v_x>0\) is

\[
J_+(\mu)=2\int\frac{dk_y}{2\pi}\int_{v_x>0}\frac{dk_x}{2\pi}\,v_xf .
\]

At fixed \(k_y\), \(v_x\,dk_x=d\varepsilon/\hbar\), so \(k_0\) drops out:

\[
J_+=\frac1{2\pi^2\hbar}\int dk_y\int_0^\infty
\frac{d\varepsilon}{1+e^{(\varepsilon+\hbar^2k_y^2/2m_y)/k_BT-\eta}} .
\]

The inner integral is \(k_BT\ln(1+e^{\eta-u^2})\), where \(u=\hbar k_y/\sqrt{2m_yk_BT}\). Integration by parts, whose boundary term vanishes, followed by \(w=u^2\), gives

\[
\int_{-\infty}^{\infty}\!\ln(1+e^{\eta-u^2})\,du
=4\int_0^\infty\!\frac{u^2\,du}{1+e^{u^2-\eta}}
=2\int_0^\infty\!\frac{\sqrt w\,dw}{1+e^{w-\eta}}
=\sqrt\pi\,F_{1/2}(\eta).
\]

The last equality defines \(F_{1/2}\), which tends to \(e^\eta\) at low density. With \(dk_y=\sqrt{2m_yk_BT}\,du/\hbar\),

\[
J_+(\mu)=\frac{k_BT\sqrt{2\pi m_yk_BT}}{2\pi^2\hbar^2}F_{1/2}(\eta).
\]

For the density, scale \(k_x-k_0=\sqrt{m_x}\,\alpha\) and \(k_y=\sqrt{m_y}\,\beta\). The energy becomes \(\hbar^2(\alpha^2+\beta^2)/2\), and a half-ring in the \((\alpha,\beta)\) plane has area \(\pi\,dE/\hbar^2\). Hence

\[
n_+(\mu)=\frac{2}{4\pi^2}\sqrt{m_xm_y}\,\frac{\pi}{\hbar^2}\int_0^\infty\! f\,dE
=\frac{\sqrt{m_xm_y}\,k_BT}{2\pi\hbar^2}\ln(1+e^\eta).
\]

The drain fills the other half with Fermi level \(\mu_D=\mu_S-eV_D\). Each valley therefore has

\[
J=J_+(\mu_S)-J_+(\mu_D),\qquad n=n_+(\mu_S)+n_+(\mu_D).
\]

The mean velocity of the source-injected electrons is

\[
\frac{J_+}{n_+}=\sqrt{\frac{2k_BT}{\pi m_x}}\;\frac{F_{1/2}(\eta)}{\ln(1+e^\eta)} .
\]

At low density the last factor is one. For \(\eta\gg1\), \(F_{1/2}\to4\eta^{3/2}/3\sqrt\pi\) and the logarithm tends to \(\eta\), so the mean velocity tends to \((4/3\pi)\sqrt{2(\mu-E_n)/m_x}\). Neither limit contains \(k_0\).

## What the wrong rule predicts

Now fill \(k_x>0\) from the source. The valley at \(+k_0\) lies, apart from its negligible tail, wholly in that half of \(k\)-space, so all its states receive \(f(\mu_S)\). This occupation is even about \(k_0\), while \(v_x\) is odd:

\[
\int dk_x\,\frac{\hbar(k_x-k_0)}{m_x}\,f(\mu_S)=0 .
\]

The valley at \(-k_0\) is filled from \(\mu_D\) and carries no current for the same reason. The wrong rule thus places two separate equilibrium populations in the pair and predicts zero current at any bias for which the tails across \(k_x=0\) stay negligible. This uses extended-zone labels, as does the table below. With reduced labels the states beyond X change sides, and the wrong rule gives a small reverse current instead: about \(-2\ \mathrm{\mu A/\mu m}\) in the film below, where the correct value is \(+202\).

The density does not expose the error. The wrong rule gives \(2n_+(\mu_S)\) in one valley and \(2n_+(\mu_D)\) in the other. Their sum equals the correct total of \(n_+(\mu_S)+n_+(\mu_D)\) in each of two valleys. A calculation that uses the charge only at the barrier top could therefore have that charge right, with this part of its current missing.

## A silicon film

Take a 5 nm (001) film with hard walls, a [100] channel and \(T=300\) K, so that \(k_BT=25.85\) meV. The source Fermi level is 50 meV above the lowest subband edge at the top, and \(V_D=0.1\) V. A hard-wall level is \(E_n=\hbar^2\pi^2n^2/(2m_zL^2)\), where \(L\) is the film thickness. The \(\pm z\) pair has \(m_z=m_l\); the other two have \(m_z=m_t\). With \(\hbar^2/m_0=0.0762\ \mathrm{eV\,nm^2}\), their lowest edges lie higher by

\[
\frac{0.0762\,\pi^2}{2\times25}\left(\frac1{0.19}-\frac1{0.92}\right)\mathrm{eV}=62.8\ \mathrm{meV}.
\]

For the displaced \(\pm x\) pair, \(m_x=m_l\) and \(m_y=m_t\). Its lowest subband has

\[
\eta_S=\frac{50-62.8}{25.85}=-0.495,\qquad
\eta_D=\eta_S-\frac{100}{25.85}=-4.36 .
\]

The density prefactor is \(\sqrt{0.92\times0.19}\times0.02585/(2\pi\times0.0762)=0.02257\ \mathrm{nm^{-2}}\). The two logarithms are 0.476 and 0.013. Two valleys give \(2\times0.02257\times0.489=0.0221\ \mathrm{nm^{-2}}\), or \(2.2\times10^{12}\ \mathrm{cm^{-2}}\).

For the current, expanding the Fermi function in powers of \(e^{\eta-w}\) gives \(F_{1/2}=\sum_{j\ge1}(-1)^{j+1}e^{j\eta}/j^{3/2}\) for \(\eta<0\). The values are 0.510 for the source and 0.013 for the drain. The flux prefactor is

\[
\frac{0.02585\sqrt{2\pi\times0.19\times0.02585/0.0762}}{2\pi^2\times0.6582}
=1.266\times10^{-3}\ \mathrm{nm^{-1}fs^{-1}} .
\]

Multiplying by two valleys, by the difference 0.497 and by \(|e|\) gives \(202\ \mathrm{\mu A/\mu m}\).

With all retained subbands, the results are:

| Pair | Density (\(10^{12}\) cm⁻²) | Current, \(v\) rule (µA/µm) | Current, \(k\) rule (µA/µm) |
|---|---|---|---|
| ±z | 6.12 | 1379 | 1379 |
| ±x | 2.21 | 202 | 0 |
| ±y | 2.21 | 444 | 444 |

Direct sums over \(k\)-space, with occupation assigned by the sign of the numerical derivative of the energy, reproduced the formulas for density and flux to better than one part in a thousand.

The \(\pm x\) and \(\pm y\) pairs have equal densities because both contain \(\sqrt{m_lm_t}\). Their currents differ because \(J_+\) contains the width mass alone: \(\sqrt{0.92/0.19}=2.20\), the ratio of 444 to 202. The wrong rule loses the entire current of the displaced pair. In the total it predicts 1823 instead of \(2025\ \mathrm{\mu A/\mu m}\), an error of 10.0% of the correct current. That modest total reflects how the other pairs dominate in this film; it does not make the rule approximately right for the valleys where it fails.

## Measuring momentum from the valley centre

Replacing \(k_x\) by \(q_x=k_x-k_{0x}\), where \(k_{0x}\) is the channel component of the valley centre, repairs the rule when a principal axis lies along the channel. For a [110] channel on the same film, the in-plane valleys are tilted. With \(M\) the mass tensor and \(W=M^{-1}\),

\[
M=\frac12\begin{pmatrix}m_l+m_t&m_l-m_t\\m_l-m_t&m_l+m_t\end{pmatrix},
\qquad v_x=\hbar(W_{xx}q_x+W_{xy}q_y).
\]

This is for one valley pair; the other has the opposite off-diagonal sign. The velocity now vanishes on a slanted line, not at \(q_x=0\).

At low density \(q\) is Gaussian with covariance \(k_BTM/\hbar^2\). Since \(WM=1\), the covariance of \(v_x\) with \(q_x\) is \(k_BT/\hbar\), and the variance of \(v_x\) is \(k_BTW_{xx}\). Their correlation is

\[
\rho=\frac1{\sqrt{M_{xx}W_{xx}}}=\frac{2\sqrt{m_lm_t}}{m_l+m_t}=0.753 .
\]

Two Gaussian variables with correlation \(\rho\) are projections of an isotropic plane Gaussian on directions separated by \(\arccos\rho\). Their signs differ in two wedges of that angle, a fraction \(\arccos(\rho)/\pi=22.8\%\). A direct \(k\)-space sum gives the same figure. The velocity needs no such repair. Completing the square at fixed \(k_y\) gives an energy \(v_x^2/(2W_{xx})\) plus a constant, so the argument at the barrier top carries over with \(\varepsilon=v_x^2/(2W_{xx})\).

## How far the model is from a device

The masses, valley position and film thickness are rough but realistic for thin silicon. The total density, \(1.05\times10^{13}\ \mathrm{cm^{-2}}\), is that of strong inversion. The current is far above what a real transistor would deliver at 0.1 V: the ratio of voltage to current is only \(49\ \Omega\,\mathrm{\mu m}\), whereas contacts and access regions alone typically add roughly \(100\ \Omega\,\mathrm{\mu m}\) or more.

Scattering also breaks the origin rule itself. Let \(\lambda\) be the backscattering length, so that both one-way fluxes obey \(dJ_\pm/dx=-(J_+-J_-)/\lambda\). Their difference \(J\) is constant. If nothing returns from beyond a layer of length \(\ell\), then \(J_+(0)=J+J\ell/\lambda\), and the fraction not returned is \(\lambda/(\lambda+\ell)\). With density \((J_++J_-)/v_T\), the same equations give the diffusion coefficient \(v_T\lambda/2\), hence \(\lambda=2\mu_nk_BT/(ev_T)\), where \(\mu_n\) is the mobility. For a rough \(200\ \mathrm{cm^2/Vs}\) and the low-density \(v_T=\sqrt{2k_BT/\pi m_t}\), \(\lambda=8.4\) nm. Taking \(\ell=6.4\) nm, over which the barrier above falls by \(k_BT\), leaves 57%. By this low-density estimate 43% of the source flux returns through the top with \(v_x<0\), and the current falls accordingly at fixed injected flux. The lowest \(\pm z\) subband is degenerate here, with \(\eta=1.9\). Using \(dJ_+/dn_+\) in place of \(v_T\), and the degenerate relation between mobility and diffusion, gives it \(\lambda\approx12\) nm and a returned share of about 35% if \(\ell\) is kept at 6.4 nm. Taking \(\ell\) instead as the 9.9 nm over which the barrier falls by \(\mu_S-E_n=50\) meV gives about 45%.

Three further effects, estimated at low density, are smaller. For a parabolic barrier top with the same curvature, tunnelling and quantum reflection together raise the low-density flux by 0.8% for mass \(m_l\) and 4.1% for \(m_t\); the full barrier used above gives 1.1% and 5.5%. In the chain band, the mean speed of source-injected electrons differs from the parabolic value by +1.2% in the \(+k_0\) valley and −1.8% in the \(-k_0\) valley. About 0.7% of the flux toward X lies beyond it. The chain is nonparabolic only along the channel, so it understates this effect for silicon. As a rough estimate, take \(E(1+\alpha E)\) with \(\alpha=0.5\ \mathrm{eV^{-1}}\) equal to the whole parabolic kinetic energy, confinement included, and keep the source Fermi level 50 meV above the lowest edge. This raises the \(\pm x\) and \(\pm y\) currents by about 15% and the total by about 8%, and the share lost by the wrong rule becomes 10.6%. Self-consistent charge and finite confining walls are left out of the table. The charge is not a small correction. With symmetric gates on both faces, and the source Fermi level still 50 meV above the lowest edge, it bends the bands by about 0.13 eV within the film, raises the total current by about 9%, and lowers the share lost by the wrong rule from 10% to about 8%. The effect of finite walls was not estimated. Both move the subband edges and so the currents, but not the point where the velocity changes sign in a displaced parabola.

## Computed results

```
temperature 300 K, kT = 25.85 meV
masses ML = 0.92, MT = 0.19 (free-electron masses)
lattice constant 0.543 nm, valley centre k0 = 9.836 /nm
thermal spread of k in valley = 0.559 /nm
fraction of +k0 valley with k<0 = 1.1e-69
state k = k0-1/nm = 8.836 /nm
  its velocity = -12.58 x 10^6 cm/s
-- trajectories traced back from the top --
origin right by sign of v: 12 of 12
origin right by sign of k: 6 of 12
-- wave packets, energy 100 meV, width 6 nm --
barrier 50 meV, width parameter 8 nm
barrier top at x = -0.062 nm, U = 49.76 meV
source packet: start k = -8.227 /nm
  speed from motion = 18.06 x 10^6 cm/s
  speed from dE/dk  = 18.07 x 10^6 cm/s
  ends on drain side: 99.96 %
  largest k>0 weight on the way: 2.5e-10
drain packet: start k = 7.512 /nm
  ends on source side: 99.99 %
  largest k<0 weight on the way: 9.5e-09
-- zone folding --
extended k = 11.871 /nm, reduced k = -11.271 /nm
  velocity of both = 26.86 x 10^6 cm/s
-- film 5 nm, mu_S = 50 meV, V_D = 0.1 V --
+-z: lowest subband at 0.0 meV
  density = 6.118 x 10^12 /cm2
  current, v rule = 1379.4 uA/um
  current, k rule = 1379.3 uA/um
+-x: lowest subband at 62.8 meV
  density = 2.205 x 10^12 /cm2
  current, v rule = 201.6 uA/um
  current, k rule = 0.0 uA/um
+-y: lowest subband at 62.8 meV
  density = 2.205 x 10^12 /cm2
  current, v rule = 443.6 uA/um
  current, k rule = 443.5 uA/um
total current, v rule = 2024.5 uA/um
total current, k rule = 1822.8 uA/um
current lost by k rule = 10.0 %
-- [110] channel, tilted valley --
sign(k-k0) differs from sign(v): 22.8 %
  same from k-space sum: 22.8 %
-- neglected effects --
chain energy at X = 130 meV
flux toward X that lies beyond X = 0.67 %
mean speed shift toward X = +1.2 %
mean speed shift toward zone centre = -1.8 %
tunnelling gain, mass ML = 0.8 %
tunnelling gain, mass MT = 4.1 %
mobility (rough) 200 cm2/Vs: free path 8.4 nm
length of first kT drop = 6.4 nm
share not backscattered = 57 %
```
